# Folding a Nonoverlapping Environment into the Screened Interaction of GW, part 1

(Sections cited here and not found follow in the second part.)

## One transition on each side

Hartree atomic units, real orbitals and closed shells are used throughout. For two charge densities $a,b$, $v_{ab}=\int\!\!\int\rho_a(\mathbf r)\rho_b(\mathbf r')/|\mathbf r-\mathbf r'|$, and $W_{ab}$ is the same matrix element of the screened interaction.

Let the environment have a single transition, with density $\rho_2$, energy $\Delta_2$ and independent-particle response $P_2=4\Delta_2/(\omega^2-\Delta_2^2)$, a form derived below. Let the subsystem at first be unpolarizable. Two test charges $a,b$ on it interact directly, or $a$ polarizes the environment, the induced density acts on itself any number of times, and then acts on $b$:

$$W_{ab}=v_{ab}+v_{a2}\,(P_2+P_2v_{22}P_2+\dots)\,v_{2b}=v_{ab}+v_{a2}\,\chi_{\rm env}\,v_{2b}\equiv\tilde v_{ab},$$

$$\chi_{\rm env}=\frac{1}{P_2^{-1}-v_{22}}=\frac{4\Delta_2}{\omega^2-\Omega_2^2},\qquad \Omega_2^2=\Delta_2^2+4\Delta_2v_{22}.$$

The response that enters is the interacting one, with its pole at $\Omega_2$ and not at $\Delta_2$. Now give the subsystem one transition $\rho_1$, with $P_1$ and $\Omega_1^2=\Delta_1^2+4\Delta_1v_{11}$. Between two successive factors $P_1$ of the series stands either $v_{11}$ or an excursion through the environment, together $\tilde v_{11}=v_{11}+v_{12}^2\chi_{\rm env}$. Hence $W_{ab}=\tilde v_{ab}+\tilde v_{a1}(P_1^{-1}-\tilde v_{11})^{-1}\tilde v_{1b}$. The denominator is $(\omega^2-\Omega_1^2)/4\Delta_1-4\Delta_2v_{12}^2/(\omega^2-\Omega_2^2)$, which vanishes when

$$(\omega^2-\Omega_1^2)(\omega^2-\Omega_2^2)=16\,\Delta_1\Delta_2\,v_{12}^2 .$$

This is the secular equation of two coupled oscillators, so the folded form holds the coupled modes of the whole system as long as $\tilde v$ keeps its frequency dependence.

## Assumptions and the additivity of $\chi_0$

Subsystem 1 and environment 2 are nonoverlapping if (i) the mean-field Hamiltonian is block diagonal, so that each orbital can be chosen to belong to one part, and (ii) $\phi_p(\mathbf r)\phi_q(\mathbf r)=0$ for $p$ in 1 and $q$ in 2. The two parts still interact through the Coulomb potential: each block of the mean-field Hamiltonian contains the nuclei and the Hartree field of both. In a local basis this is Hartree–Fock with every product $\mu\nu$ of functions on different parts set to zero in the overlap, the core Hamiltonian and $(\mu\nu|\lambda\sigma)$. The exchange matrix $K_{\mu\lambda}=\sum(\mu\nu|\lambda\sigma)D_{\nu\sigma}$ then needs $\nu$ on the part of $\mu$ and $\sigma$ on the part of $\lambda$; with a block-diagonal density matrix $D$ it is block diagonal and each block depends on the density of its own part.

The time-ordered Green function per spin is $G(\mathbf r,\mathbf r',\omega)=\sum_m\phi_m(\mathbf r)\phi_m(\mathbf r')/(\omega-\varepsilon_m-i\eta s_m)$, with $s_m=+1$ for occupied levels $i$ and $-1$ for empty levels $a$. In the RPA, with 2 for spin,

$$\chi_0(\mathbf r,\mathbf r',\omega)=-2i\int\frac{d\omega'}{2\pi}\,G(\mathbf r,\mathbf r',\omega+\omega')\,G(\mathbf r',\mathbf r,\omega').$$

Two poles in the same half plane give zero, since the contour can be closed in the other. For an empty level in the first factor and an occupied one in the second, closing above picks $\omega'=\varepsilon_i$ with factor $(-2i)(2\pi i)/2\pi=2$ and gives $2/(\omega-\Delta)$, where $\Delta=\varepsilon_a-\varepsilon_i$. For the opposite order, closing above picks $\omega'=\varepsilon_i-\omega$ and gives $2/(-\omega-\Delta)$. With $K=(ia)$ and $\rho_K=\phi_i\phi_a$, away from the poles,

$$\chi_0=\sum_K\rho_K(\mathbf r)\,P_K\,\rho_K(\mathbf r'),\qquad P_K=\frac{2}{\omega-\Delta_K}-\frac{2}{\omega+\Delta_K}=\frac{4\Delta_K}{\omega^2-\Delta_K^2}.\tag{1}$$

By (ii) the charge-transfer pairs have $\rho_K=0$, so the sum splits into pairs inside 1 and pairs inside 2. For an orbital $n$ of 1, the self-energy $\Sigma=i\int\frac{d\omega'}{2\pi}G(\omega+\omega')W(\omega')e^{i\eta\omega'}$ contains the densities $\phi_n\phi_m$, which vanish for $m$ in 2. A level of the subsystem therefore needs $W$ between densities of 1 alone. An element $\Sigma_{nk}$ with $k$ in 2 contains $(\phi_n\phi_m)(\phi_m\phi_k)$, one factor of which vanishes for each $m$.

## The fold

Take matrix elements of $W=v+v\chi_0W$ and insert (1): $W_{ab}=v_{ab}+\sum_Kv_{aK}P_KW_{Kb}$. Let index block 1 hold the particle-hole pairs $p$ of the subsystem and any test densities $x$ on it, and block 2 the particle-hole pairs of the environment. $P_1$ is the diagonal matrix (1) on $p$, extended by zero on $x$, and $P_2$ is diagonal on block 2. For $b$ in block 1 the system closes:

$$W_{11}=v_{11}+v_{11}P_1W_{11}+v_{12}P_2W_{21},\tag{2a}$$
$$W_{21}=v_{21}+v_{21}P_1W_{11}+v_{22}P_2W_{21}.\tag{2b}$$

Set $Y=P_2W_{21}$, the density induced in the environment. Then $W_{21}=P_2^{-1}Y$, and (2b) reads $(P_2^{-1}-v_{22})Y=v_{21}(1+P_1W_{11})$. Defining

$$\chi_{\rm env}=(P_2^{-1}-v_{22})^{-1},\quad\text{equivalently}\quad\chi_{\rm env}=P_2+P_2v_{22}\chi_{\rm env},\tag{3}$$

gives $Y=\chi_{\rm env}v_{21}(1+P_1W_{11})$: the environment responds to the test charge together with the density $P_1W_{11}$ induced in the subsystem. Insertion in (2a) gives $W_{11}=v_{11}(1+P_1W_{11})+v_{12}\chi_{\rm env}v_{21}(1+P_1W_{11})$, that is

$$W_{11}=\tilde v+\tilde vP_1W_{11},\qquad\tilde v(\omega)=v_{11}+v_r(\omega),\qquad v_r=v_{12}\,\chi_{\rm env}\,v_{21}.\tag{4}$$

Given (i), (ii) and the RPA, (4) involves no further approximation and holds at each frequency where the inverses exist. Its solution is $W_{11}=(1-\tilde vP_1)^{-1}\tilde v$. With $\tilde\chi=P_1(1-\tilde vP_1)^{-1}$, which equals $(P_1^{-1}-\tilde v_{pp})^{-1}$ on $p$ and is zero elsewhere, one has $(1-\tilde vP_1)^{-1}=1+\tilde v\tilde\chi$, as multiplication by $1-\tilde vP_1$ from the right confirms. The working formula for $W^c=W-v$ is then

$$W^c_{xx}=v_{r,xx}+\tilde v_{xp}\,(P_1^{-1}-\tilde v_{pp})^{-1}\,\tilde v_{px}.\tag{5}$$

The response in (4) is screened by $v_{22}$ alone and is built from orbitals that already feel the static field of 1. It is not $P_2$. Nor is it the 22 block of the full response $(P^{-1}-v)^{-1}$: the same elimination applied to the pairs of 1 gives that block as $(\chi_{\rm env}^{-1}-v_{2p}\chi_gv_{p2})^{-1}$, with $\chi_g=(P_1^{-1}-v_{pp})^{-1}$. Its extra terms are excursions into the subsystem, which (4) generates by iteration, so using it would count them twice.

An independent evaluation diagonalizes the joint problem. With $\Delta$ the diagonal matrix of all gaps and $V$ the Coulomb matrix of all pairs of both parts, $(P^{-1}-V)^{-1}=4\Delta^{1/2}(\omega^2-M)^{-1}\Delta^{1/2}$, where $M=\Delta^2+4\Delta^{1/2}V\Delta^{1/2}$ is positive definite because $V\ge0$. If $MZ_s=\Omega_s^2Z_s$,

$$W^c_{ab}(\omega)=\sum_sw^s_aw^s_b\,\frac{2\Omega_s}{\omega^2-\Omega_s^2},\qquad w^s_a=\sqrt{2/\Omega_s}\,\sum_Kv_{aK}\Delta_K^{1/2}Z_{Ks}.\tag{6}$$

## Structure and sign of the change in $W$

From here on the index 11 is dropped. Let $W_g=v+vP_1W_g$ be the solution with $v_r=0$ at the same orbitals, and $\Delta W=W-W_g$. Using (4) for $W$ and $(1-vP_1)W_g=v$,

$$(1-vP_1)\Delta W=\tilde v+\tilde vP_1W-vP_1W-v=v_r(1+P_1W).$$

Now $P_1W=P_1(1-\tilde vP_1)^{-1}\tilde v=\tilde\chi\tilde v$ and $(1-vP_1)^{-1}=1+v\chi_g$, so

$$\Delta W=(1+v\chi_g)\;v_r\;(1+\tilde\chi\tilde v).\tag{7}$$

The reaction kernel acts between test charges that are each dressed by the density they induce in the subsystem.

On the imaginary axis $\omega=i\nu$, including $\nu=0$, $P_K=-4\Delta_K/(\nu^2+\Delta_K^2)<0$. Then $P_2^{-1}-v_{22}$ is negative definite, so is $\chi_{\rm env}$, and $v_r=v_{12}\chi_{\rm env}v_{12}^T\le0$. Further, $\tilde v=v_{11}-v_{12}(v_{22}+|P_2|^{-1})^{-1}v_{21}$ is the Schur complement of the positive semidefinite matrix obtained from $v$ by adding $|P_2|^{-1}$ to its 22 block, so $\tilde v\ge0$. The kernels $v_\lambda=v+\lambda v_r=(1-\lambda)v+\lambda\tilde v$ are thus positive semidefinite for $0\le\lambda\le1$, and their responses $\chi_\lambda$ exist. Applying (7) between $\lambda$ and $\lambda+d\lambda$ gives $dW_\lambda/d\lambda=A_\lambda v_rA_\lambda^T\le0$ with $A_\lambda=1+v_\lambda\chi_\lambda$, and integration gives $\Delta W(i\nu)\le0$. The argument does not bound $|\Delta W_{aa}|$ by $|v_{r,aa}|$, and the example below has one element of each kind.

## The self-energy

Let $x_m=\omega-\varepsilon_m$, and let $nm$ denote the test density $\phi_n\phi_m$. In time-ordered form each term of (6) is $w^2[1/(\omega'-\Omega+i\eta)-1/(\omega'+\Omega-i\eta)]$. For occupied $m$ the pole of $G$ lies above the axis; closing below picks $\omega'=\Omega$ with factor $i(-2\pi i)/2\pi=1$ and gives $w^2/(x_m+\Omega)$. For empty $m$, closing above picks $\omega'=-\Omega$ with factor $-1$ and residue $-w^2/(x_m-\Omega)$. So

$$\Sigma^c_{nn}(\omega)=\sum_{m,s}\frac{(w^s_{nm})^2}{x_m+s_m\Omega_s}.\tag{8}$$

The folded $W$ is known frequency by frequency and not through its poles, so (8) has to be rewritten. Partial fractions give $\int_0^\infty d\nu/[(x^2+\nu^2)(\nu^2+\Omega^2)]=[\pi/2|x|-\pi/2\Omega]/(\Omega^2-x^2)=\pi/[2|x|\Omega(|x|+\Omega)]$. With $W^c(i\nu)=-2\Omega w^2/(\nu^2+\Omega^2)$ for one pole,

$$-\frac1\pi\int_0^\infty d\nu\,W^c(i\nu)\frac{x}{x^2+\nu^2}=\frac{w^2\,\mathrm{sgn}\,x}{|x|+\Omega}.\tag{9}$$

This equals the term of (8) for occupied $m$ with $x>0$ and for empty $m$ with $x<0$. For occupied $m$ with $x<0$ it equals $w^2/(x-\Omega)$, and the missing piece is $w^2/(x+\Omega)-w^2/(x-\Omega)=-2\Omega w^2/(x^2-\Omega^2)=-W^c(x)$. For empty $m$ with $x>0$ the roles are exchanged and the piece is $+W^c(x)$. Write $W^c_m$ for $W^c_{nm,nm}$. Subtracting $W^c_m(0)$ under the integral, with $\int_0^\infty x\,d\nu/(x^2+\nu^2)=\tfrac\pi2\mathrm{sgn}\,x$, removes the narrow peak at small $|x|$:

$$\Sigma^c_{nn}(\omega)=\sum_m\Big\{-\tfrac12\mathrm{sgn}(x_m)W^c_m(0)-\frac1\pi\int_0^\infty\! d\nu\,\frac{[W^c_m(i\nu)-W^c_m(0)]\,x_m}{x_m^2+\nu^2}-s_m\theta(-s_mx_m)W^c_m(x_m)\Big\}.\tag{10}$$

At $x_m=0$ the rule is $\mathrm{sgn}\,x_m=s_m$ with no residue, which reproduces $s_mw^2/\Omega$ of (8). The residues need (5) at real frequencies, away from its poles.

With a Hartree–Fock start the exchange part of $\Sigma$, built from the bare $v$ and the occupied orbitals of 1, is already in $\varepsilon_n$, and the diagonal $G_0W_0$ equation is $E=\varepsilon_n+\Sigma^c_{nn}(E)$. Write $\Sigma^c=\Sigma_g+\Delta\Sigma$ and subtract $E_g=\varepsilon_n+\Sigma_g(E_g)$. To first order in $\Delta\Sigma$, $\Delta E=\Sigma_g'(E_g)\Delta E+\Delta\Sigma(E_g)$, so

$$\Delta E=Z\,\Delta\Sigma(E_g),\qquad Z=[1-\Sigma_g'(E_g)]^{-1}.\tag{11}$$

For $\omega$ in the mean-field gap there are no residues, and since $\Delta W_m(i\nu)\le0$ each term of $\Delta\Sigma$ has the sign of $x_m$: occupied $m$ push the level up, empty $m$ push it down. The term $m=n$ closes the gap; the sign of the sum is not fixed by this argument.

Inserted in (10), a frequency-independent part $c_m$ of $W^c_m$ contributes $-\tfrac12\mathrm{sgn}(x_m)c_m$ plus the residue, in both cases $-\tfrac12s_mc_m$. Since (10) was derived for the decaying form (6), this is to be read as the limit of a distant pole: with $c_m=-2w^2/\Omega$ held fixed, the term of (8) is $-\tfrac12s_mc_m\,\Omega/(\Omega+s_mx_m)$, which tends to $-\tfrac12s_mc_m$ as $\Omega\to\infty$. A strictly constant kernel in the defining integral, with its factor $e^{i\eta\omega'}$, would instead behave like the bare $v$ and give $-c_m$ for occupied $m$ and zero for empty $m$. The limit is the case meant here. Summed over $m$ it is the COHSEX form, $-\sum_{\rm occ}c_m+\tfrac12\sum_{\rm all}c_m$. Two static approximations follow. One replaces $v_r(\omega)$ by $v_r(0)$ in (5) and keeps $P_1(\omega)$; (10) is applied to it unchanged, which amounts to sending the modes of the environment to infinite frequency at fixed $v_r(0)$. The other, ΔCOHSEX, takes $\Delta E=-\tfrac12\sum_ms_m\Delta W_m(0)$. For a term of the pole form (6), such as $v_r$ itself, (9) equals the static value $\tfrac12|W^c(0)|=w^2/\Omega$ times $\Omega/(\Omega+|x|)$, so freezing it overweights each term with $x_m\ne0$ that has no residue, which is every such term when $\omega$ lies in the mean-field gap. A term with an active residue is $s_mw^2/(\Omega-|x|)$ by (8), and for $|x|<\Omega$ freezing underweights it. The $\Delta W_m$ frozen in ΔCOHSEX is a difference of two such forms, so this rule does not carry over to it term by term.

Given (i), (ii) and the RPA, the environment has been folded without further approximation into the kernel $\tilde v(\omega)$, and the resulting change in $W$, the self-energy and the first-order level shift have been derived. What remains is the far limit, the effect of real overlap, the working procedure and a numerical test on water next to N$_2$.
